# Absence of a Linear Term in the United-Atom Limit: a program that tests the result

```python
# Result under test: for nuclei zA, zB at separation R, the electronic energy is
#   E(R) = E0 + (2 pi/3) mu rho(0) R^2 + O(R^3),   mu = zA zB/(zA+zB),
# with no linear term, when the united atom (charge Z = zA+zB, energy E0,
# electron density rho) has a nondegenerate S ground state.
# W00 is the mean perturbation in the united-atom state, g its excitation gap.
# Hartree atomic units are used inside; the implantation example prints eV and pm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo
scf.hf.MUTE_CHKFILE = True

HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]
BOHR_PM = const.physical_constants['Bohr radius'][0] * 1e12
LIGHT = 1 / const.fine_structure
DALTON = const.atomic_mass / const.m_e


def reduced_charge(zA, zB):
    return zA * zB / (zA + zB)


# ---------- one electron, two centres: separated spheroidal equations ----------
L = np.arange(14)
off = (L[:-1] + 1) / np.sqrt((2 * L[:-1] + 1) * (2 * L[:-1] + 3))
ETA = np.diag(off, 1) + np.diag(off, -1)


def two_centre_energy(zA, zB, R, l=0):
    """Lowest sigma level that becomes (n=l+1, l) in the united atom."""
    Z, n, c = zA + zB, l + 1, R / 2
    E_united = -Z**2 / (2 * n**2)
    r_match, r_far = n**2 / Z, 40 * n / Z

    def mismatch(shift):
        E = E_united + shift
        angular = -np.diag(L * (L + 1.0)) - R**2 * E / 2 * ETA @ ETA
        angular = angular + R * (zB - zA) * ETA
        A = np.linalg.eigvalsh(angular)[-1 - l]

        def source(r, v):
            return 2 * r * v + 2 * E * r * r + 2 * Z * r + A

        def outward(x, v):
            sh = np.sinh(x)
            return -c * sh * v * v - source(c * np.cosh(x), v) / (c * sh)

        def inward(r, v):
            return -v * v - source(r, v) / (r * r - c * c)

        v_start = -(2 * E * c * c + 2 * Z * c + A) / (2 * c)
        k = np.sqrt(-2 * E)
        v_far = -k + (Z / k - 1) / r_far
        opts = dict(method='DOP853', rtol=1e-12, atol=1e-12 * Z)
        a = solve_ivp(outward, (1e-3, np.arccosh(r_match / c)), [v_start], **opts)
        b = solve_ivp(inward, (r_far, r_match), [v_far], **opts)
        assert a.success and b.success
        return a.y[0, -1] - b.y[0, -1]

    width = Z**3 * reduced_charge(zA, zB) * R**2
    shift = brentq(mismatch, -width, width, xtol=1e-14 * Z**2, rtol=1e-12)
    return E_united, shift


def newton_drop(Z, s):
    """Potential at centre minus potential at distance s, 1s density of charge Z."""
    f = lambda r: 4 * Z**3 * np.exp(-2 * Z * r) * (r - r * r / s)
    return quad(f, 0, s, epsabs=0, epsrel=1e-11)[0]


def mean_perturbation(zA, zB, R):
    Z = zA + zB
    return zA * newton_drop(Z, zB * R / Z) + zB * newton_drop(Z, zA * R / Z)


# Newton's theorem against direct integration about the displaced point
Zt, st = 2.0, 0.3
x, wx = np.polynomial.legendre.leggauss(200)
direct = 0.0
for lo, hi in ((0, st), (st, 2), (2, 14)):
    r = (lo + hi) / 2 + (hi - lo) / 2 * x
    wr = (hi - lo) / 2 * wx
    d = np.sqrt(np.maximum(r[:, None]**2 + st**2 + 2 * st * r[:, None] * x, 0))
    direct += 2 * Zt**3 * np.sum((wr * r)[:, None] * wx * np.exp(-2 * Zt * d))
assert abs((Zt - direct) - newton_drop(Zt, st)) < 1e-5


def coupling_integral(zA, zB):
    """K = integral of r^2 w^2 d^3r for R = 1, in spheroidal coordinates."""
    Z = zA + zB
    x, wx = np.polynomial.legendre.leggauss(500)
    u, wu = 7 * (x + 1), 7 * wx
    t, wt = np.pi / 2 * (x + 1), np.pi / 2 * wx
    xi, eta = np.cosh(u)[:, None], np.cos(t)[None, :]
    rA, rB = (xi + eta) / 2, (xi - eta) / 2
    z = xi * eta / 2 - (zB - zA) / (2 * Z)
    dist = np.sqrt((np.sinh(u)[:, None] * np.sin(t) / 2)**2 + z**2)
    rw = Z - dist * (zA / rA + zB / rB)
    vol = 2 * np.pi / 8 * (xi**2 - eta**2) * np.sinh(u)[:, None] * np.sin(t)
    return np.sum(wu[:, None] * wt * vol * rw**2)


print("ONE ELECTRON, zA = zB = 1 (united atom Z = 2)")
E0, gap, mu = -2.0, 1.5, 0.5
gamma = 1 / (2 * (1 + np.sqrt(abs(E0) / gap))**2)
K = coupling_integral(1, 1)
rho0 = 8 / np.pi
coef = 2 * np.pi / 3 * mu * rho0
print(f"coercivity constant gamma = {gamma:.5f}")
print(f"coupling integral K = {K:.4f}")
print(f"predicted R^2 coefficient = {coef:.5f} Ha/a0^2")
Rs = [0.002, 0.004, 0.008]
shifts = []
for R in Rs:
    _, dE = two_centre_energy(1, 1, R)
    W00 = mean_perturbation(1, 1, R)
    denom = gamma * (1 - W00 / gap) - 8 * mu * R
    assert denom > 0
    lower = W00 - 4 * rho0 * K * R**3 / denom
    assert lower < dE < W00
    shifts.append(dE)
    print(f"R={R:.3f} a0: E-E0={dE:.5e}, lower={lower:.3e}, W00={W00:.5e} Ha")
    print(f"   (E-E0)/R={dE/R:.5f} Ha/a0, (W00-E+E0)/R^3={(W00-dE)/R**3:.3f} Ha/a0^3")
q = [s / R**2 for s, R in zip(shifts, Rs)]
limit = 2 * q[0] - q[1]
slope = np.log(shifts[1] / shifts[0]) / np.log(2)
assert abs(limit / coef - 1) < 1e-3 and abs(slope - 2) < 0.02
print(f"extrapolated R^2 coefficient = {limit:.5f} Ha/a0^2")
print(f"local power of R between first two points = {slope:.4f}")

# unequal charges, ground level and a degenerate level
zC, zSi = 6, 14
Z = zC + zSi
mu = reduced_charge(zC, zSi)
qa, qb = [two_centre_energy(zC, zSi, R)[1] / R**2 for R in (2e-4, 4e-4)]
coef_1e = 2 / 3 * Z**3 * mu
assert abs((2 * qa - qb) / coef_1e - 1) < 1e-3
pa, pb = [two_centre_energy(zC, zSi, R, l=1)[1] / R**2 for R in (0.0025, 0.005)]
coef_2p = -mu * Z**3 / 60
assert abs(pa / coef_2p - 1) < 0.01 and abs(pb / pa - 1) < 0.02
print("ONE ELECTRON, charges 6 and 14")
print(f"ground R^2 coefficient: computed {2*qa-qb:.1f}, formula {coef_1e:.1f} Ha/a0^2")
print(f"2p-sigma R^2 coefficient: computed {pa:.2f}, formula {coef_2p:.2f} Ha/a0^2")


# ---------- two interacting electrons: configuration interaction ----------
def inverse_distance(mol, z):
    with mol.with_rinv_origin((0.0, 0.0, z)):
        return mol.intor('int1e_rinv')


def density_row(mol):
    return mol.eval_gto('GTOval_sph', np.zeros((1, 3)))[0]


shells = [[0, [0.12 * 2.6**k, 1]] for k in range(16)]
shells += [[1, [0.3 * 3.0**k, 1]] for k in range(5)]
shells += [[2, [0.8 * 4.5**k, 1]] for k in range(5)]
pair = gto.M(atom='He 0 0 0', basis={'He': shells}, verbose=0)
w, U = eigh(pair.intor('int1e_ovlp'))
X = U[:, w > 1e-8] / np.sqrt(w[w > 1e-8])
n = X.shape[1]
eri = ao2mo.kernel(pair.intor('int2e', aosym='s8'), X, compact=False)
repulsion = eri.reshape(n, n, n, n).transpose(0, 2, 1, 3)
I, J = np.tril_indices(n)
same = np.where(I == J, 2.0, 1.0)


def singlet_ground(z_list, positions):
    h = pair.intor('int1e_kin')
    for z, s in zip(z_list, positions):
        h = h - z * inverse_distance(pair, s)
    h, one = X.T @ h @ X, np.eye(n)
    H = repulsion + np.einsum('pr,qs->pqrs', h, one)
    H += np.einsum('pr,qs->pqrs', one, h)
    H = H.reshape(n * n, n * n)
    a, b = I * n + J, J * n + I
    Hs = (H[np.ix_(a, a)] + H[np.ix_(a, b)]) / np.sqrt(np.outer(same, same))
    e, v = eigh(Hs, subset_by_index=[0, 0])
    C = np.zeros((n, n))
    C[I, J] = C[J, I] = v[:, 0] * np.where(I == J, 1, np.sqrt(0.5))
    return e[0], C


E_pair0, C = singlet_ground([2], [0.0])
row = density_row(pair) @ X
rho_pair = 2 * row @ C @ C.T @ row
coef_pair = 2 * np.pi / 3 * 0.5 * rho_pair
qp = [(singlet_ground([1, 1], [-R / 2, R / 2])[0] - E_pair0) / R**2
      for R in (0.02, 0.04)]
limit_pair = 2 * qp[0] - qp[1]
assert abs(limit_pair / coef_pair - 1) < 0.04
print("TWO INTERACTING ELECTRONS, zA = zB = 1, configuration interaction")
print(f"united-atom energy = {E_pair0:.4f} Ha, rho(0) = {rho_pair:.3f} a0^-3")
print(f"R^2 coefficient: from energies {limit_pair:.3f}, formula {coef_pair:.3f} Ha/a0^2")

# ---------- atoms for carbon on silicon, one common basis ----------
shells = [[0, [0.01 * 2.2**k, 1]] for k in range(32)]
shells += [[1, [0.02 * 2.2**k, 1]] for k in range(18)]


def atom_hf(symbol, spin):
    mol = gto.M(atom=f'{symbol} 0 0 0', basis={symbol: shells}, spin=spin, verbose=0)
    mf = scf.RHF(mol) if spin == 0 else scf.UHF(mol)
    mf.conv_tol, mf.max_cycle = 1e-9, 100
    mf.kernel()
    if not mf.converged:
        mf = mf.newton()
        mf.kernel(mf.mo_coeff, mf.mo_occ)
    assert mf.converged
    dm = np.asarray(mf.make_rdm1())
    dm = dm if dm.ndim == 2 else dm[0] + dm[1]
    kinetic = np.sum(dm * mol.intor('int1e_kin'))
    assert abs(mf.e_tot / kinetic + 1) < 1e-3
    return mol, mf, dm


ca, mf_ca, dm_ca = atom_hf('Ca', 0)
_, mf_c, dm_c = atom_hf('C', 2)
_, mf_si, dm_si = atom_hf('Si', 2)
kin, S = ca.intor('int1e_kin'), ca.intor('int1e_ovlp')
rinv0 = inverse_distance(ca, 0.0)

# one-electron checks in this basis: contact density, coercivity, form bound
e, c = eigh(kin - Z * rinv0, S)
row = density_row(ca)
assert abs((row @ c[:, 0])**2 * np.pi / Z**3 - 1) < 0.005
Q = c[:, 1:]
least = eigh(np.diag(e[1:] - e[0]), 2 * Q.T @ kin @ Q, eigvals_only=True)[0]
assert least > gamma
s_test = 0.05
ratios = eigh(rinv0 - inverse_distance(ca, s_test), 2 * kin, eigvals_only=True)
form_ratio = np.max(np.abs(ratios)) / s_test
assert form_ratio < 4
print("INEQUALITIES, one electron in an s,p basis")
print(f"least (H0-E0)/p^2 off the ground state = {least:.4f} (bound {gamma:.4f})")
print(f"largest |1/r-1/|r-s||/(s p^2) = {form_ratio:.3f} (bound 4)")

rho_ca = row @ dm_ca @ row
coef_ca = 2 * np.pi / 3 * mu * rho_ca
offset = mf_ca.e_tot - mf_c.e_tot - mf_si.e_tot
print("CARBON ON SILICON, Hartree-Fock atoms")
print(f"E(Ca)={mf_ca.e_tot:.3f}, E(C)={mf_c.e_tot:.3f}, E(Si)={mf_si.e_tot:.3f} Ha")
print(f"Ca rho(0) = {rho_ca:.0f} a0^-3, mu = {mu:.2f}")
print(f"R^2 coefficient = {coef_ca:.0f} Ha/a0^2")

# ---------- head-on collision ----------
mass_c, mass_si, lab_ev = 12.0, 28.0, 1.0e6
cm = lab_ev * mass_si / (mass_c + mass_si) / HARTREE_EV
V = lambda R: zC * zSi / R + offset + coef_ca * R**2
R = brentq(lambda R: V(R) - cm, 1e-4, 0.01)
R_bare = zC * zSi / cm
sC, sSi = zSi * R / Z, zC * R / Z
W_ca = np.sum(dm_ca * (Z * rinv0 - zC * inverse_distance(ca, -sC)
                       - zSi * inverse_distance(ca, sSi)))
assert 0.85 < W_ca / (coef_ca * R**2) < 1.01
print(f"lab energy = {lab_ev:.3e} eV, centre-of-mass energy = {cm*HARTREE_EV:.4e} eV")
print(f"closest approach = {R*BOHR_PM:.5f} pm = {R:.6f} a0; bare Coulomb {R_bare*BOHR_PM:.5f} pm")
print(f"Coulomb part = {zC*zSi/R*HARTREE_EV:.1f} eV")
print(f"constant part = {offset*HARTREE_EV:.1f} eV = {offset:.2f} Ha")
print(f"quadratic part = {coef_ca*R**2*HARTREE_EV:.2f} eV; full W00 = {W_ca*HARTREE_EV:.2f} eV")

# ZBL universal screening function: published amplitudes and decay constants
amp = np.array([0.18175, 0.50986, 0.28022, 0.02817])
dec = np.array([3.19980, 0.94229, 0.40290, 0.20162])
length = 0.88534 / (zC**0.23 + zSi**0.23)
assert abs(amp.sum() - 1) < 1e-4
zbl = zC * zSi / R * np.sum(amp * np.exp(-dec * R / length))
zbl_const = -zC * zSi * np.sum(amp * dec) / length
zbl_slope = zC * zSi * np.sum(amp * dec**2) / (2 * length**2)
print(f"ZBL constant part = {zbl_const*HARTREE_EV:.1f} eV")
print(f"ZBL linear slope = {zbl_slope:.1f} Ha/a0, linear part = {zbl_slope*R*HARTREE_EV:.1f} eV")
print(f"ZBL potential minus present potential = {(zbl-V(R))*HARTREE_EV:.1f} eV")

# ---------- sizes of neglected effects ----------
E1, dE1 = two_centre_energy(zC, zSi, R)
cubic = 2 * (dE1 - coef_1e * R**2)
assert dE1 < mean_perturbation(zC, zSi, R)
dirac = lambda z: LIGHT**2 * (np.sqrt(1 - (z / LIGHT)**2) - 1) + z**2 / 2
relativity = 2 * (dirac(Z) - dirac(zC) - dirac(zSi))
speed = np.sqrt(2 * lab_ev / HARTREE_EV / (mass_c * DALTON))
massey = (3 / 8 * Z**2) * (1 / Z) / speed
frozen = np.sum(dm_c * mf_ca.get_j(ca, dm_si))
frozen -= zSi * np.sum(dm_c * rinv0) + zC * np.sum(dm_si * rinv0)
nuclear_pm = 1.2e-3 * (mass_c**(1 / 3) + mass_si**(1 / 3))
print("NEGLECTED EFFECTS at closest approach")
print(f"beyond quadratic, two unscreened K electrons = {cubic*HARTREE_EV:.2f} eV")
print(f"relativistic K-shell shift of constant = {relativity*HARTREE_EV:.1f} eV")
print(f"sum of rough nuclear radii = {nuclear_pm:.5f} pm")
print(f"ion speed = {speed:.3f} a.u., K-shell Massey parameter = {massey:.2f}")
print(f"frozen-density constant (no exchange or Pauli) = {frozen*HARTREE_EV:.1f} eV")
print("all tests passed")
```

Running it gives:

```
ONE ELECTRON, zA = zB = 1 (united atom Z = 2)
coercivity constant gamma = 0.10770
coupling integral K = 2.0944
predicted R^2 coefficient = 2.66667 Ha/a0^2
R=0.002 a0: E-E0=1.06240e-05, lower=8.933e-06, W00=1.06454e-05 Ha
   (E-E0)/R=0.00531 Ha/a0, (W00-E+E0)/R^3=2.664 Ha/a0^3
R=0.004 a0: E-E0=4.23260e-05, lower=2.761e-05, W00=4.24964e-05 Ha
   (E-E0)/R=0.01058 Ha/a0, (W00-E+E0)/R^3=2.662 Ha/a0^3
R=0.008 a0: E-E0=1.67948e-04, lower=2.499e-05, W00=1.69308e-04 Ha
   (E-E0)/R=0.02099 Ha/a0, (W00-E+E0)/R^3=2.656 Ha/a0^3
extrapolated R^2 coefficient = 2.66664 Ha/a0^2
local power of R between first two points = 1.9942
ONE ELECTRON, charges 6 and 14
ground R^2 coefficient: computed 22399.8, formula 22400.0 Ha/a0^2
2p-sigma R^2 coefficient: computed -560.01, formula -560.00 Ha/a0^2
TWO INTERACTING ELECTRONS, zA = zB = 1, configuration interaction
united-atom energy = -2.9025 Ha, rho(0) = 3.611 a0^-3
R^2 coefficient: from energies 3.804, formula 3.781 Ha/a0^2
INEQUALITIES, one electron in an s,p basis
least (H0-E0)/p^2 off the ground state = 0.2597 (bound 0.1077)
largest |1/r-1/|r-s||/(s p^2) = 0.610 (bound 4)
CARBON ON SILICON, Hartree-Fock atoms
E(Ca)=-676.758, E(C)=-37.690, E(Si)=-288.855 Ha
Ca rho(0) = 5317 a0^-3, mu = 4.20
R^2 coefficient = 46767 Ha/a0^2
lab energy = 1.000e+06 eV, centre-of-mass energy = 7.0000e+05 eV
closest approach = 0.17048 pm = 0.003222 a0; bare Coulomb 0.17280 pm
Coulomb part = 709516.6 eV
constant part = -9529.8 eV = -350.21 Ha
quadratic part = 13.21 eV; full W00 = 12.73 eV
ZBL constant part = -10195.2 eV
ZBL linear slope = 1415.0 Ha/a0, linear part = 124.0 eV
ZBL potential minus present potential = -555.9 eV
NEGLECTED EFFECTS at closest approach
beyond quadratic, two unscreened K electrons = -0.80 eV
relativistic K-shell shift of constant = -44.1 eV
sum of rough nuclear radii = 0.00639 pm
ion speed = 1.833 a.u., K-shell Massey parameter = 4.09
frozen-density constant (no exchange or Pauli) = -11046.7 eV
all tests passed
```
